\section*{Resonance fields of a spin-1 centre, including the half-field line}

\section*{Question}

I have a spin $S=1$ with the Hamiltonian
\[
H=g\mu_B\,\mathbf B\cdot\mathbf S
+D\left(S_z^2-\tfrac23\right)+E\left(S_x^2-S_y^2\right),
\]
and I want the magnetic fields at which it absorbs microwaves of fixed frequency $\nu$, with $\mathbf B$ along $x$, $y$ or $z$. My numbers are $g=2.00$, $D/h=3.0$ GHz, $E/h=0.4$ GHz and $\nu=9.5$ GHz.

For $\mathbf B\parallel z$ I can manage in the basis $|m\rangle$, because $E$ mixes just $|{+1}\rangle$ and $|{-1}\rangle$. For $\mathbf B\parallel x$ I get a full $3\times3$ matrix and a cubic equation that I cannot factorize. Is there a basis that treats the three axes alike?

I am also confused by the half-field transition. It should lie near $h\nu/(2g\mu_B)$ and join the states that become $m=\pm1$. But for $\mathbf B\parallel z$ the matrix elements of $S_x$ and $S_y$ between those two states come out as zero, even with $E\neq0$. Have I made a mistake, or is the line forbidden?

\section*{Answer}

Your matrix elements are right. Whether the line is forbidden depends on the direction of the oscillating field, and the basis that solves your first problem also settles the second.

\subsection*{Conventions}

The spin operators are dimensionless, $D$ and $E$ are energies, $g>0$ is isotropic, and the electron Zeeman energy has a plus sign. I write $b=g\mu_BB\ge0$. I take $D\neq0$ and name the axes so that $|E|\le|D|/3$, which means that no zero-field energy exceeds that of the $z$ axis in magnitude. Hyperfine coupling and interactions between centres are left out.

\subsection*{A basis that treats the axes alike}

Define
\begin{align*}
T_x&=\frac{|{-1}\rangle-|{+1}\rangle}{\sqrt2},&
T_y&=\frac{i\left(|{-1}\rangle+|{+1}\rangle\right)}{\sqrt2},&
T_z&=|0\rangle .
\end{align*}
The ladder operators give $S_x|{\pm1}\rangle=|0\rangle/\sqrt2$ and $S_y|{\pm1}\rangle=\pm i|0\rangle/\sqrt2$. Hence
\begin{align*}
S_xT_x&=\tfrac12(1-1)|0\rangle=0, &
S_xT_y&=\tfrac i2(1+1)|0\rangle=iT_z,\\
S_yT_y&=\tfrac i2(-i+i)|0\rangle=0, &
S_yT_x&=\tfrac12(-i-i)|0\rangle=-iT_z .
\end{align*}
Acting on $|0\rangle$,
\begin{align*}
S_xT_z&=\frac{|{+1}\rangle+|{-1}\rangle}{\sqrt2}=-iT_y,\\
S_yT_z&=\frac{-i|{+1}\rangle+i|{-1}\rangle}{\sqrt2}=iT_x .
\end{align*}
Finally, $S_z$ multiplies $|{\pm1}\rangle$ by $\pm1$, so $S_zT_x=iT_y$, $S_zT_y=-iT_x$ and $S_zT_z=0$. All nine results are contained in
\begin{equation}
S_kT_k=0,\qquad S_kT_l=iT_m,\qquad S_kT_m=-iT_l,
\label{eq:action}
\end{equation}
where $(k,l,m)$ is $(x,y,z)$ or a cyclic permutation of it.

Applying $S_k$ twice gives $S_k^2T_l=iS_kT_m=T_l$, and likewise $S_k^2T_m=T_m$, while $S_k^2T_k=0$. The zero-field part is therefore diagonal. Its entries are
\begin{align*}
W_x&=D\left(1-\tfrac23\right)+E(0-1)=\tfrac D3-E,\\
W_y&=D\left(1-\tfrac23\right)+E(1-0)=\tfrac D3+E,\\
W_z&=D\left(0-\tfrac23\right)+E(1-1)=-\tfrac{2D}3,
\end{align*}
and $W_x+W_y+W_z=0$. For your parameters they are $0.6$, $1.4$ and $-2.0$ GHz after division by $h$.

\subsection*{Levels for a field along axis $k$}

The Zeeman term is now $bS_k$. It annihilates $T_k$, so $T_k$ keeps the energy $W_k$ at every field. The other two states form a $2\times2$ block. In the order $(T_l,T_m)$, equation \eqref{eq:action} gives
\[
\begin{pmatrix}W_l&-ib\\ ib&W_m\end{pmatrix}
=-\frac{W_k}{2}\,\mathbf 1+M,\qquad
M=\begin{pmatrix}\Delta_k&-ib\\ ib&-\Delta_k\end{pmatrix}.
\]
The mean of the diagonal is $(W_l+W_m)/2=-W_k/2$ because the three $W$ add to zero, and $\Delta_k=(W_l-W_m)/2$. Explicitly,
\[
\Delta_x=\frac{D+E}{2},\qquad
\Delta_y=-\frac{D-E}{2},\qquad
\Delta_z=-E .
\]
In $M^2$ the off-diagonal terms cancel and both diagonal entries are $\Delta_k^2+b^2$. Since $M$ has zero trace, its eigenvalues are $+R_k$ and $-R_k$, with
\begin{equation}
R_k=\sqrt{b^2+\Delta_k^2}.
\label{eq:R}
\end{equation}
The three levels are thus
\begin{equation}
W_k,\qquad U_k=-\frac{W_k}{2}+R_k,\qquad
L_k=-\frac{W_k}{2}-R_k .
\label{eq:levels}
\end{equation}
This is the factorization of your cubic. At large $b$ the states with energies $U_k$ and $L_k$ approach spin projection $+1$ and $-1$ along the field, and $T_k$ has projection $0$.

\subsection*{Resonance fields}

With $a_k=\tfrac32W_k$ the three separations are
\[
U_k-W_k=R_k-a_k,\qquad W_k-L_k=R_k+a_k,\qquad U_k-L_k=2R_k .
\]
Absorption requires the magnitude of one of them to equal $h\nu$. The first gives $R_k=a_k\pm h\nu$ and the second $R_k=-a_k\pm h\nu$. By \eqref{eq:R}, a root is acceptable if $R_k\ge|\Delta_k|$.

Suppose that
\begin{equation}
h\nu>|D|+|E| .
\label{eq:threshold}
\end{equation}
The right side is the largest zero-field splitting, since the splittings are $|D+E|$, $|D-E|$ and $2|E|$. At $b=0$ the same splittings, written in terms of $a_k$ and $\Delta_k$, are $|a_k+\Delta_k|$, $|a_k-\Delta_k|$ and $2|\Delta_k|$. Therefore $h\nu>|a_k|+|\Delta_k|$ and $h\nu>2|\Delta_k|$. The roots with $+h\nu$ then exceed $|\Delta_k|$, and those with $-h\nu$ are negative and drop out. What remains is one field for each pair of levels:
\begin{equation}
R_k=h\nu+a_k,\qquad R_k=h\nu-a_k,\qquad R_k=\frac{h\nu}{2}.
\label{eq:conditions}
\end{equation}
They belong, in this order, to $T_k$ with the upper level $U_k$, to $T_k$ with the lower level $L_k$, and to the pair $L_k,U_k$. Two of the fields coincide if $W_k=0$ or if $h\nu=3|W_k|$.

To obtain $b$, use $b^2=R_k^2-\Delta_k^2=(R_k-\Delta_k)(R_k+\Delta_k)$.

\emph{Field along $z$.} Here $a_z=-D$ and $\Delta_z^2=E^2$, so
\begin{align}
b^2&=(h\nu-D)^2-E^2 &&(T_z,\ U_z),\nonumber\\
b^2&=(h\nu+D)^2-E^2 &&(T_z,\ L_z),\label{eq:z}\\
b^2&=(h\nu/2)^2-E^2 &&(L_z,\ U_z).\nonumber
\end{align}

\emph{Field along $x$.} Now $a_x=(D-3E)/2$, which gives $a_x-\Delta_x=-2E$ and $a_x+\Delta_x=D-E$. Hence
\begin{align}
b^2&=(h\nu-2E)(h\nu+D-E) &&(T_x,\ U_x),\nonumber\\
b^2&=(h\nu+2E)(h\nu-D+E) &&(T_x,\ L_x),\label{eq:x}\\
b^2&=(h\nu/2)^2-(D+E)^2/4 &&(L_x,\ U_x).\nonumber
\end{align}

\emph{Field along $y$.} With $a_y=(D+3E)/2$, one has $a_y+\Delta_y=2E$ and $a_y-\Delta_y=D+E$. Hence
\begin{align}
b^2&=(h\nu+2E)(h\nu+D+E) &&(T_y,\ U_y),\nonumber\\
b^2&=(h\nu-2E)(h\nu-D-E) &&(T_y,\ L_y),\label{eq:y}\\
b^2&=(h\nu/2)^2-(D-E)^2/4 &&(L_y,\ U_y).\nonumber
\end{align}
These are the $x$ results with $E\to-E$, as they must be, because exchanging $x$ and $y$ reverses the sign of the $E$ term.

Below the threshold \eqref{eq:threshold} a line can be lost. At $\nu=3.2$ GHz with your $D$ and $E$, and $\mathbf B\parallel z$, the first condition asks for $R_z/h=3.2-3.0=0.2$ GHz. But $R_z/h$ cannot be smaller than $0.4$ GHz, so two lines remain.

\subsection*{Your numbers}

The threshold is $3.4$ GHz, well below $9.5$ GHz. Fields follow from $B=b/(g\mu_B)$ with $g\mu_B/h=27.992$ GHz/T. As an example, the first line of \eqref{eq:x} gives
\[
\frac bh=\sqrt{(9.5-0.8)(9.5+2.6)}\ \text{GHz}
=10.260\ \text{GHz},
\]
\[
B=\frac{10.260}{27.992}\ \text{T}=366.5\ \text{mT}.
\]
For the half-field line on the same axis,
\[
\frac bh=\sqrt{4.75^2-1.7^2}\ \text{GHz}=4.435\ \text{GHz},
\qquad B=158.4\ \text{mT}.
\]
All nine fields, in mT, are:
\begin{center}
\begin{tabular}{lccc}
Axis & $T_k,U_k$ & $T_k,L_k$ & $L_k,U_k$\\
$x$ & 366.5 & 301.2 & 158.4\\
$y$ & 411.8 & 260.2 & 163.2\\
$z$ & 231.8 & 446.3 & 169.1
\end{tabular}
\end{center}
Without zero-field terms the first two columns would all read $h\nu/(g\mu_B)=339.4$ mT, and the last would read $169.7$ mT.

To first order in $D$ and $E$, the separation of the two full-field lines measures $|W_k|$. If $|D|$ and $|E|$ are small compared with $h\nu$, expanding the square root gives
\[
b\simeq h\nu\pm a_k-\frac{\Delta_k^2}{2(h\nu\pm a_k)} .
\]
The difference of the two values is
\[
2a_k+\frac{\Delta_k^2}{2}
\left(\frac1{h\nu-a_k}-\frac1{h\nu+a_k}\right)
=2a_k+\frac{a_k\Delta_k^2}{(h\nu)^2-a_k^2}.
\]
To first order the separation in field is therefore $2|a_k|/(g\mu_B)=3|W_k|/(g\mu_B)$. This gives $64.3$, $150.0$ and $214.3$ mT for $x$, $y$ and $z$. The full formulas give $65.4$, $151.5$ and $214.6$ mT. The correction has the same sign as $a_k$, so it widens the splitting. For your parameters it is smallest along $z$, where $\Delta_z^2=E^2$ is small.

\subsection*{Which oscillating field drives which line}

A weak microwave field along a unit vector $\mathbf u$ couples through $\mathbf u\cdot\mathbf S$. To leading order in its amplitude, the transition rate is proportional to the squared matrix element of that operator. I call this squared element the intensity. It leaves out populations and line widths.

\emph{The pair $L_k,U_k$.} For $S_l$, apply \eqref{eq:action} with its indices permuted: $S_lT_l=0$ and $S_lT_m=iT_k$. Similarly, $S_mT_m=0$ and $S_mT_l=-iT_k$. Both operators take the pair out of its own space, so
\[
\langle U_k|S_l|L_k\rangle=\langle U_k|S_m|L_k\rangle=0 .
\]
This is the zero you found.

The operator $S_k$, however, stays inside the block, where it is the Pauli matrix $\sigma_y$, and $M=\Delta_k\sigma_z+b\sigma_y$. Different Pauli matrices anticommute, so $M\sigma_y+\sigma_yM=2b$. Taking the expectation value in $|U_k\rangle$, for which $M$ has the value $R_k$, gives $2R_k\langle\sigma_y\rangle=2b$, that is, $\langle\sigma_y\rangle=b/R_k$. Since $\sigma_y^2=1$ and the block contains just two states,
\[
1=\langle U_k|\sigma_y^2|U_k\rangle
=\langle U_k|\sigma_y|U_k\rangle^2
+|\langle U_k|\sigma_y|L_k\rangle|^2 .
\]
It follows that
\begin{equation}
|\langle U_k|S_k|L_k\rangle|^2
=1-\frac{b^2}{R_k^2}=\frac{\Delta_k^2}{R_k^2}
=\left(\frac{2\Delta_k}{h\nu}\right)^2 ,
\label{eq:half}
\end{equation}
where the last form holds at resonance. On a principal axis, then, the half-field line needs a component of the oscillating field \emph{parallel} to the static field.

The rule $\Delta m=\pm1$ for a perpendicular drive assumes states of definite $m$. Here the zero-field term mixes projections $+1$ and $-1$ along the field. The operator $S_k$ has opposite values on these two components, so it can connect the two mixed states. As $b$ grows at fixed $\Delta_k$, the mixing and the intensity $\Delta_k^2/R_k^2$ go to zero. For $\mathbf B\parallel z$ with $E=0$ there is no mixing, and the line vanishes.

For your parameters the intensities are $0.128$, $0.075$ and $0.007$ along $x$, $y$ and $z$. The first is $(3.4/9.5)^2$.

\emph{The full-field lines.} Write $|U_k\rangle=c_lT_l+c_mT_m$. The same argument with $\sigma_z$ gives $M\sigma_z+\sigma_zM=2\Delta_k$, hence $|c_l|^2-|c_m|^2=\Delta_k/R_k$. With $|c_l|^2+|c_m|^2=1$,
\begin{align*}
|\langle T_k|S_l|U_k\rangle|^2&=|c_m|^2
=\tfrac12\left(1-\Delta_k/R_k\right),\\
|\langle T_k|S_m|U_k\rangle|^2&=|c_l|^2
=\tfrac12\left(1+\Delta_k/R_k\right).
\end{align*}
For $L_k$, which is orthogonal to $U_k$ in the block, the two signs are interchanged. Since $S_kT_k=0$, a parallel drive does not excite these lines. Each type of line on a principal axis thus has its own drive direction.

There is a symmetry behind this. A rotation by $\pi$ about $k$ leaves $H$ unchanged when $\mathbf B\parallel k$. On these states it is $e^{-i\pi S_k}=1-2S_k^2$, because $S_k$ has eigenvalues $0,\pm1$. It multiplies $T_k$ by $+1$ and both $U_k$ and $L_k$ by $-1$. The operator $S_k$ is even under the rotation, while $S_l$ and $S_m$ are odd. An even operator connects states of equal parity, and an odd one connects states of opposite parity.

\subsection*{Off the axes}

For a general direction $\mathbf n$ of the static field this symmetry is absent, and a perpendicular drive can excite the half-field line. The $2\times2$ block is lost as well, but a relation between the field and the third level, and with it a lower bound on the field, follows without solving the cubic for the levels.

Let $\lambda_1,\lambda_2,\lambda_3$ be the levels, with $\lambda_3-\lambda_1=h\nu$ for the pair in resonance and $\lambda_2$ the third level. No order is assumed for $\lambda_2$, so what follows holds for every line. On axis $k$ the half-field pair is the outer pair, with $T_k$ between, only if $h\nu/2>|a_k|$, that is, $h\nu>3|W_k|$. This holds on all three axes for $h\nu>2|D|$, as in your case. They add to zero because $H$ has zero trace. The sum of their squares is
\[
\operatorname{tr}H^2=W_x^2+W_y^2+W_z^2+2b^2
=2p,\qquad p=b^2+\frac{D^2}{3}+E^2 .
\]
The cross terms vanish because each $S_k$ has zero diagonal in the $T$ basis, and $\operatorname{tr}(\mathbf n\cdot\mathbf S)^2=1+0+1=2$. Using $\lambda_1+\lambda_3=-\lambda_2$,
\begin{align*}
(h\nu)^2&=2(\lambda_1^2+\lambda_3^2)-(\lambda_1+\lambda_3)^2\\
&=2(2p-\lambda_2^2)-\lambda_2^2=4p-3\lambda_2^2 ,
\end{align*}
and therefore
\begin{equation}
b^2=\frac{(h\nu)^2}{4}-\frac{D^2}{3}-E^2+\frac34\lambda_2^2 .
\label{eq:general}
\end{equation}
On axis $z$, for the pair $L_z,U_z$, the third level $\lambda_2=W_z$ contributes $D^2/3$, and the last line of \eqref{eq:z} returns.

Equation \eqref{eq:general} gives a lower bound on the half-field position. The bound says nothing if $(h\nu)^2\le4(D^2/3+E^2)$, which can happen just above the threshold \eqref{eq:threshold}, for instance at $\nu=3.5$ GHz with your $D$ and $E$. Otherwise it is reached only if some direction makes $\lambda_2=0$. That requires $\det H=0$. In the $T$ basis, with $b_k=bn_k$,
\[
H=\begin{pmatrix}
W_x&-ib_z&ib_y\\
ib_z&W_y&-ib_x\\
-ib_y&ib_x&W_z
\end{pmatrix}.
\]
Expanding the determinant, the two terms $\pm ib_xb_yb_z$ cancel, which leaves
\[
\det H=W_xW_yW_z-b^2\left(n_x^2W_x+n_y^2W_y+n_z^2W_z\right).
\]

For your parameters the bound is
\[
\frac bh=\sqrt{4.75^2-3.0-0.16}\ \text{GHz}=4.405\ \text{GHz},
\]
or $157.4$ mT. In the $xz$-plane, at angle $\theta$ from $z$, the condition $\det H=0$ becomes
\[
\cos^2\theta=\frac{W_xW_yW_z/b^2-W_x}{W_z-W_x}
=\frac{-0.087-0.6}{-2.6}=0.264 ,
\]
so $\theta=59.1^\circ$ and the bound is reached. The levels there are $-4.75$, $0$ and $+4.75$ GHz. Averaged over the drive directions perpendicular to $\mathbf B$, the intensity is $0.054$; for a parallel drive it is $0.082$. A randomly oriented sample contains such directions, so it can show a half-field signal in a perpendicular arrangement even though the principal axes contribute nothing to it.

The numerical check checks the resonance fields and intensities against numerical diagonalization in the $|m\rangle$ basis, and \eqref{eq:general} on random field directions.

\section*{Calculated quantities}
\begin{verbatim}
g = 2.00
D/h = 3.000 GHz
E/h = 0.400 GHz
microwave frequency nu = 9.500 GHz
g muB/h = 27.99249 GHz/T
threshold (|D|+|E|)/h = 3.400 GHz
zero-field level W_x/h = 0.6000 GHz
zero-field level W_y/h = 1.4000 GHz
zero-field level W_z/h = -2.0000 GHz
h nu/(g muB) = 339.377 mT
h nu/(2 g muB) = 169.688 mT
B||x: signed delta/h = 1.7000 GHz
B||x: T_x with upper level: 366.531 mT
B||x: T_x with lower level: 301.163 mT
B||x: half-field line: 158.449 mT
B||x: full-field separation: 65.368 mT
B||x: first-order separation: 64.303 mT
B||x: levels/h at half-field: -5.0500, 0.6000, 4.4500 GHz
B||x: half-field parallel intensity: 0.12809 (no unit)
B||y: signed delta/h = -1.3000 GHz
B||y: T_y with upper level: 411.786 mT
B||y: T_y with lower level: 260.245 mT
B||y: half-field line: 163.210 mT
B||y: full-field separation: 151.541 mT
B||y: first-order separation: 150.040 mT
B||y: levels/h at half-field: -5.4500, 1.4000, 4.0500 GHz
B||y: half-field parallel intensity: 0.07490 (no unit)
B||z: signed delta/h = -0.4000 GHz
B||z: T_z with upper level: 231.765 mT
B||z: T_z with lower level: 446.320 mT
B||z: half-field line: 169.086 mT
B||z: full-field separation: 214.555 mT
B||z: first-order separation: 214.343 mT
B||z: levels/h at half-field: -3.7500, -2.0000, 5.7500 GHz
B||z: half-field parallel intensity: 0.00709 (no unit)
smallest half-field, any direction: 157.357 mT
its angle from z in xz-plane: 59.08 degrees
levels/h there: -4.7500, 0.0000, 4.7500 GHz
parallel intensity there: 0.08178 (no unit)
mean perpendicular intensity there: 0.05431 (no unit)
lines for B||z at nu = 3.2 GHz: 2
\end{verbatim}
